# Critical wavelength of the Asaro–Tiller–Grinfeld instability: two derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the energy of the relaxed ripple

Suppose that a strained layer is to stay flat while its surface atoms are mobile, and that we judge its stability by one energy at a time. Surface energy alone says that the flat surface is safe, because any ripple adds area. Elastic energy alone says that it is never safe, because every gentle ripple lets some stress relax, and at fixed steepness the gain grows with the wavelength. Neither answer contains a length, so neither can say which ripples decay and which grow. The missing length is the critical wavelength

\[
\lambda_c=\frac{\pi E\gamma}{(1-\nu^2)\sigma_0^2}, \tag{1}
\]

where \(E\) is Young's modulus, \(\nu\) Poisson's ratio, \(\gamma\) the surface energy per area and \(\sigma_0\) the initial stress along the surface. Weak ripples longer than \(\lambda_c\) lower the total energy; shorter ones raise it. The algebra may be read in atomic units. Since (1) contains no constant of nature, it holds in any consistent set of units.

### The body and its initial stress

The solid fills \(y<h(x)\), with

\[
h(x)=a\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad ak\ll 1 .
\]

The surface consists of straight ridges along \(z\). Angle brackets denote an average over one wavelength in \(x\). Since \(\langle h\rangle=0\), the rippled body has the same volume as the flat one: material has been moved, not added. All energies below are changes relative to the flat body, per unit area of the mean surface.

Tension is counted positive. Before rippling, the stress is uniform: \(\sigma_{xx}=\sigma_0\), \(\sigma_{yy}=\sigma_{xy}=0\). The strain along the ridges has a uniform value \(e_z\). Hooke's law for that direction, \(Ee_z=\sigma_{zz}-\nu\sigma_0\), gives

\[
\sigma_{zz}=\nu\sigma_0+Ee_z .
\]

For \(\nu\neq0\), uniaxial stress and plane strain are therefore different loadings. Strict plane strain, \(e_z=0\), requires \(\sigma_{zz}=\nu\sigma_0\), while true uniaxial stress requires \(e_z=-\nu\sigma_0/E\). A layer with equal misfit in both directions has \(\sigma_{zz}=\sigma_0\) and \(e_z=(1-\nu)\sigma_0/E\). The derivation needs less than strict plane strain: \(e_z\) must stay fixed while the ripple forms, so that the *additional* deformation is plane. It then covers all three loadings.

The displacements deep in the solid are also held fixed. The load at depth does no work during rippling, and the elastic energy is the whole mechanical energy.

### The cost in surface energy

A surface element above \(dx\) has length \(\sqrt{1+h'^2}\,dx\), where \(h'=dh/dx=-ak\sin kx\). For small slope \(\sqrt{1+h'^2}\simeq 1+h'^2/2\). With constant \(\gamma\) and \(\langle\sin^2kx\rangle=1/2\), the cost is

\[
\Delta F_s=\frac{\gamma}{2}\langle h'^2\rangle=\frac{\gamma k^2a^2}{4}. \tag{2}
\]

### The load that a ripple creates

The uniform stress cannot survive unchanged, because the tilted surface would no longer be free of force. Its outward normal is proportional to \((-h',1)\). Zero traction in the \(x\) and \(y\) directions means, at \(y=h\),

\[
-\sigma_{xx}h'+\sigma_{xy}=0,\qquad -\sigma_{xy}h'+\sigma_{yy}=0 .
\]

Write the stress as the uniform state plus an added field \(s\), which is of first order in \(a\). In the first condition the product \(s_{xx}h'\) is of second order and drops out. In the second, \(s_{xy}h'\) is of second order too. Evaluating \(s\) at \(y=0\) instead of \(y=h\) changes it by about \(h\,\partial_ys\), again of second order. To first order, then,

\[
s_{xy}=\sigma_0h'=-\sigma_0ak\sin kx,\qquad s_{yy}=0\qquad (y=0). \tag{3}
\]

The rippled body thus responds like a flat one with a shear load on its surface.

### The added stress field

Forces balance inside the body if the stresses come from an Airy function \(\varphi\):

\[
s_{xx}=\varphi_{yy},\qquad s_{yy}=\varphi_{xx},\qquad s_{xy}=-\varphi_{xy},
\]

since then \(\partial_xs_{xx}+\partial_ys_{xy}=\varphi_{xyy}-\varphi_{xyy}=0\), and likewise for the other component. The strains must also derive from a displacement. The added strain along \(z\) is zero, so \(s_{zz}=\nu(s_{xx}+s_{yy})\), and Hooke's law gives the added strains

\[
e_{xx}=\frac{1+\nu}{E}\left[(1-\nu)s_{xx}-\nu s_{yy}\right],\qquad
e_{yy}=\frac{1+\nu}{E}\left[(1-\nu)s_{yy}-\nu s_{xx}\right],
\]
\[
2e_{xy}=\frac{2(1+\nu)}{E}s_{xy}.
\]

Because \(e_{xx}=\partial_xu_x\), \(e_{yy}=\partial_yu_y\) and \(2e_{xy}=\partial_yu_x+\partial_xu_y\), they satisfy \(\partial_y^2e_{xx}+\partial_x^2e_{yy}=2\partial_x\partial_ye_{xy}\). Inserting the stresses and dividing by \((1+\nu)/E\),

\[
(1-\nu)(\varphi_{yyyy}+\varphi_{xxxx})-2\nu\varphi_{xxyy}=-2\varphi_{xxyy}.
\]

Moving the right side over leaves the common factor \(1-\nu\), so

\[
\varphi_{xxxx}+2\varphi_{xxyy}+\varphi_{yyyy}=0 .
\]

Try \(\varphi=f(y)\cos kx\). Then \(f''''-2k^2f''+k^4f=0\), whose characteristic equation \((p^2-k^2)^2=0\) has the double roots \(\pm k\). Decay towards \(y\to-\infty\) selects

\[
f=(A+By)e^{ky}.
\]

The normal stress is \(s_{yy}=-k^2f\cos kx\); it vanishes at \(y=0\) if \(A=0\). The shear stress is \(s_{xy}=kf'\sin kx\), and \(f'(0)=B\). Comparison with (3) gives \(B=-\sigma_0a\). Differentiating \(f=-\sigma_0a\,ye^{ky}\) twice,

\[
s_{xx}=f''\cos kx=-\sigma_0ak(2+ky)e^{ky}\cos kx .
\]

At the surface the total stress is therefore

\[
\sigma_{xx}=\sigma_0(1-2ak\cos kx). \tag{4}
\]

The magnitude of the stress falls at the crests, which can expand or contract towards their free sides, and rises in the troughs. The change reaches down to a depth of order \(1/k\).

### The elastic energy released

The energy calculation needs the surface displacement along \(x\). At \(y=0\), where \(s_{yy}=0\), Hooke's law gives

\[
\partial_xu_x=\frac{1-\nu^2}{E}s_{xx}=-\frac{2(1-\nu^2)\sigma_0ak}{E}\cos kx,
\]

and integration gives

\[
u_x=-\frac{2(1-\nu^2)\sigma_0a}{E}\sin kx . \tag{5}
\]

The integration constant is zero because the crest at \(x=0\) is a mirror plane and cannot move sideways.

Now expand the energy density about the uniform state. It has a constant part, a part linear in the added strain and a quadratic part. The constant part contributes nothing, since the volume is unchanged. In the linear part only \(\sigma_0\,\partial_xu_x\) survives, because \(\sigma_{yy}\) and \(\sigma_{xy}\) were zero initially and the added strain along \(z\) is zero. The divergence theorem turns its volume integral into a surface integral of \(\sigma_0n_xu_x\). On the rippled surface \(n_x\,ds=-h'\,dx\); the two side faces, one wavelength apart, cancel; the bottom has \(n_x=0\). The linear part is thus

\[
L=-\sigma_0\langle h'u_x\rangle .
\]

Call the quadratic part \(Q\). It need not be integrated. If the displacement is multiplied by a number \(t\), the energy becomes \(tL+t^2Q\). The equilibrium displacement corresponds to \(t=1\), and there the energy is stationary: \(L+2Q=0\), or \(Q=-L/2\). Hence

\[
\Delta U=L+Q=\frac{L}{2}=-\frac{\sigma_0}{2}\langle h'u_x\rangle . \tag{6}
\]

From (5) and \(h'=-ak\sin kx\),

\[
\langle h'u_x\rangle=\frac{2(1-\nu^2)\sigma_0a^2k}{E}\langle\sin^2kx\rangle=\frac{(1-\nu^2)\sigma_0a^2k}{E}.
\]

It is convenient to define

\[
w_0=\frac{(1-\nu^2)\sigma_0^2}{2E}, \tag{7}
\]

an energy density. Then

\[
\Delta U=-\frac{(1-\nu^2)\sigma_0^2ka^2}{2E}=-w_0ka^2 . \tag{8}
\]

The next correction is of relative order \((ak)^2\), not \(ak\): changing \(a\) into \(-a\) shifts the ripple by half a wavelength, which cannot change the energy, so odd powers of \(a\) are absent.

Formula (8) was tested by minimizing the elastic energy of the rippled body numerically, with general trial displacements that make no use of \(\varphi\). At \(ak=0.01\), for \(\nu=0\), 0.28 and 0.45 and for each of the three loadings named above, the largest difference was \(7.5\times10^{-5}\) relative to (8).

### The balance

Adding (2) and (8),

\[
\Delta F=\frac{\gamma k^2a^2}{4}-w_0ka^2=\frac{\gamma a^2}{4}\,k(k-k_c),\qquad k_c=\frac{4w_0}{\gamma}=\frac{2(1-\nu^2)\sigma_0^2}{E\gamma}. \tag{9}
\]

The energy falls if \(k<k_c\), that is, if \(\lambda>2\pi/k_c\), which is (1). In terms of \(w_0\), \(\lambda_c=\pi\gamma/(2w_0)\).

The two powers of \(k\) have a simple origin. The added strain is of order \(ak\,\sigma_0/E\), and it fills a depth \(1/k\). Its energy scales as \((\sigma_0^2/E)(ak)^2/k\), one power of \(k\) less than the surface cost. Long waves reach deeper into the stressed solid for the same slope, and so they win.

A small ripple of general periodic shape is a sum of cosines. The response \(u_x\) is linear in \(h\), and products of different harmonics average to zero in (2) and (6). To second order their energies add, and the flat surface is stable against such a ripple if all its components have \(k>k_c\).

The sign of \(\sigma_0\) drops out, so in this linear theory compression and tension are equivalent. As \(\sigma_0\to0\), \(\lambda_c\) grows without limit and the flat surface is stable against any given wavelength. The role of stiffness depends on what is held fixed. At fixed stress a stiffer solid stores less energy and \(\lambda_c\propto E\). At fixed equal misfit strain \(\varepsilon\) in both directions, \(\sigma_0=E\varepsilon/(1-\nu)\), and (1) becomes

\[
\lambda_c=\frac{\pi\gamma(1-\nu)}{(1+\nu)E\varepsilon^2},
\]

so the stiffer solid has the shorter critical wavelength.

### A compressed SiGe layer

Take rough, round values for a silicon–germanium layer with about 30% germanium on silicon: \(E=120\) GPa, \(\nu=0.28\), \(\varepsilon=-0.012\) and \(\gamma=7.5\) eV/nm². The stress is

\[
\sigma_0=\frac{120\times(-0.012)}{1-0.28}\ \text{GPa}=-2.00\ \text{GPa}.
\]

Equation (7) gives

\[
w_0=\frac{(1-0.28^2)(2.00\ \text{GPa})^2}{2\times120\ \text{GPa}}=0.0959\ \text{eV/nm}^3,
\]

and therefore

\[
k_c=\frac{4\times0.0959}{7.5}\ \text{nm}^{-1}=0.0511\ \text{nm}^{-1},\qquad \lambda_c=\frac{2\pi}{k_c}\simeq123\ \text{nm}=1230\ \text{Å}.
\]

For a ripple of amplitude 1 nm at \(\lambda_c\), the release and the cost are both 0.0049 eV/nm². At half that wavelength the release doubles to 0.0098 eV/nm², but the cost rises fourfold to 0.0196 eV/nm², and the ripple is unfavourable. At \(2\lambda_c\) the release is 0.00245 eV/nm² against a cost of 0.00123 eV/nm², a net gain. With \(a\) held fixed, \(2\lambda_c\) is also the wavelength of largest gain, because \(k(k-k_c)\) has its minimum at \(k=k_c/2\).

## Second derivation: the energy of material added at the surface

The symbols carry over. The surface is \(h=a\cos kx\) with \(ak\ll1\); \(\sigma_0\) is the initial stress along \(x\), \(e_z\) the fixed strain along the ridges, \(\gamma\) the surface energy, and brackets average over a wavelength. The first half found the energy change \(\Delta F=\gamma k^2a^2/4-w_0ka^2\), with \(w_0=(1-\nu^2)\sigma_0^2/(2E)\), and hence \(k_c=4w_0/\gamma\) and \(\lambda_c=2\pi/k_c\). These results will be reached again without solving for the Airy function or the displacement, and without computing the total elastic energy first. The question is now local: at which point of the surface does a little added material cost least?

### Elastic energy under a small change of shape

Let the surface move from \(h\) to \(h+\delta h\), with \(\langle\delta h\rangle=0\). Two things change: the region occupied by the solid, and the displacement inside it. The old displacement field was in equilibrium, with a force-free surface and fixed displacements at depth. Its energy is therefore stationary: a small change of displacement alters it in second order only. To first order the displacement may be kept, continued smoothly into the added sliver, and what remains is the energy of the sliver itself:

\[
\delta U=\langle w_s\,\delta h\rangle, \tag{10}
\]

where \(w_s(x)\) is the elastic energy density at the surface. Where \(\delta h<0\), material is removed and its energy is subtracted.

To find \(w_s\), note that at a free surface only the tangential stress \(\sigma_t\) and \(\sigma_{zz}\) do elastic work. Hooke's law with fixed \(e_z\) gives \(\sigma_{zz}=\nu\sigma_t+Ee_z\), and the tangential strain is

\[
\varepsilon_t=\frac{\sigma_t-\nu\sigma_{zz}}{E}=\frac{(1-\nu^2)\sigma_t}{E}-\nu e_z .
\]

The energy density follows as

\[
w_s=\tfrac12(\sigma_t\varepsilon_t+\sigma_{zz}e_z)
=\frac{(1-\nu^2)\sigma_t^2}{2E}+\frac{Ee_z^2}{2}. \tag{11}
\]

The two cross terms, \(-\nu e_z\sigma_t/2\) and \(+\nu\sigma_te_z/2\), cancel. The last term is the same everywhere and drops out of (10) because \(\langle\delta h\rangle=0\). This is the local reason why the threshold does not depend on the initial \(\sigma_{zz}\).

The first derivation has given the critical wavelength, and the second has so far expressed the elastic cost of added material through the tangential stress at the surface. It remains to find that stress along the ripple and to recover the threshold from it.
